# Donolato's Reciprocity Theorem for Minority-Carrier Collection at a Junction

## Definitions and conventions

The region $\Omega$ is the quasi-neutral part of a semiconductor on one side of a junction. Its boundary has two parts: the junction edge $J$, where the depletion layer begins, and the remainder $\Sigma$, made of free surfaces and contacts. The outward unit normal is $\nu$.

The minority carriers have equilibrium density $n_0(\mathbf r)$, excess density $n(\mathbf r)$, diffusivity $D(\mathbf r)$ and lifetime $\tau(\mathbf r)$. Their number flux is $\mathbf F$, so no charge sign enters. The generation rate per volume is $g$. On $\Sigma$ carriers recombine with surface velocity $S\ge 0$, which means $\mathbf F\cdot\nu=Sn$. On $J$ the junction removes every arriving carrier, so $n=0$ there.

Injection is low: $D$, $\tau$, $S$ and any built-in field do not depend on $n$. The state is steady. The collection probability $Q(\mathbf r')$ is the fraction of the carriers generated at $\mathbf r'$ that leave through $J$.

By this definition, finding $Q$ needs a new source problem for each $\mathbf r'$. The theorem replaces them all by one source-free problem.

## A uniform slab, solved directly

Take $0<x<W$ with the junction edge at $x=0$, constant $D$ and $\tau$, no built-in field, and surface velocity $S$ at $x=W$. The flux is $F=-D\,dn/dx$. A source of unit strength per area sits at $x'$. Define

$$L=\sqrt{D\tau},\qquad s=\frac{SL}{D},\qquad h(x)=\cosh\frac{W-x}{L}+s\,\sinh\frac{W-x}{L}.$$

Away from the source, $D n''=n/\tau$. To the left, the solution that vanishes at $x=0$ is $n=A\sinh(x/L)$. To the right it is $n=B\,h(x)$: since $h(W)=1$ and $h'(W)=-s/L$, the flux at the back is $DBs/L=SB=Sn(W)$, as required.

Two conditions hold at $x'$. The density is continuous, and the flux jumps by the unit source, $F(x'^+)-F(x'^-)=1$:

$$A\sinh\frac{x'}{L}=B\,h(x'),\qquad \frac{DA}{L}\cosh\frac{x'}{L}-DB\,h'(x')=1 .$$

The collected rate is the flux towards negative $x$ at the junction, $Q=-F(0)=DA/L$. Putting $B=A\sinh(x'/L)/h(x')$ into the second condition gives

$$Q\left[\cosh\frac{x'}{L}-\frac{L\,h'(x')}{h(x')}\sinh\frac{x'}{L}\right]=1 .$$

Write $a=x'/L$ and $b=(W-x')/L$. Then $-Lh'(x')=\sinh b+s\cosh b$, and multiplying the bracket by $h(x')$ gives

$$(\cosh b+s\sinh b)\cosh a+(\sinh b+s\cosh b)\sinh a=\cosh(a+b)+s\sinh(a+b)=h(0),$$

because $a+b=W/L$. Therefore

$$Q(x')=\frac{h(x')}{h(0)} .$$

The source position has dropped out of the denominator. As a function of $x'$, this $Q$ obeys $DQ''=Q/\tau$, equals 1 at the junction edge, and satisfies $DQ'+SQ=0$ at the back. A quantity defined through many source problems thus solves one problem without a source.

Two limits agree with expectation. For $W\to\infty$, $Q\to e^{-x'/L}$: the carrier must survive a diffusion over the depth $x'$. For $s\to\infty$, an ideal ohmic back contact, $Q\to\sinh[(W-x')/L]/\sinh(W/L)$, which vanishes at the contact.

## A point source in three dimensions

A plane source hides whether the result belongs to a single point. Consider the half-space $z>0$ with the junction edge on $z=0$ and a unit point source at depth $d$. Let $R_1$ and $R_2$ be the distances from the source and from its mirror image at $z=-d$. With $f(R)=e^{-R/L}/R$, the density that vanishes on the junction plane is

$$G=\frac{1}{4\pi D}\left[f(R_1)-f(R_2)\right].$$

At $z=0$ both distances equal $R=\sqrt{\rho^2+d^2}$, where $\rho$ is the lateral distance, while $\partial R_1/\partial z=-d/R$ and $\partial R_2/\partial z=d/R$. The flux density into the junction is then

$$D\,\frac{\partial G}{\partial z}=\frac{1}{4\pi}\left[-\frac dR f'(R)-\frac dR f'(R)\right]=-\frac{d}{2\pi R}f'(R).$$

Since $\rho\,d\rho=R\,dR$, integration over the plane gives

$$Q=-d\int_d^\infty f'(R)\,dR=d\,f(d)=e^{-d/L}.$$

This is the thick-slab limit again. Numerical integration of the flux from $G$, with the slope taken by finite differences, gives 0.367879 at $d=L$, equal to $e^{-1}$ to the digits shown.

## The general equation, with a built-in field

Nonuniform doping produces a field and hence a drift velocity $\mathbf w$. For total minority density $N$ the flux is $-D\nabla N+\mathbf wN$. In equilibrium, $N=n_0$ and the flux vanishes, so $\mathbf w=D\nabla\ln n_0$. Subtracting the equilibrium flux leaves, for the excess,

$$\mathbf F=-D\nabla n+nD\nabla\ln n_0=-Dn_0\nabla u,\qquad u=\frac{n}{n_0}.$$

The last form follows from $\nabla(n/n_0)=(\nabla n-n\nabla\ln n_0)/n_0$. Continuity reads

$$\nabla\cdot\mathbf F+\frac{n}{\tau}=g .$$

**Theorem.** The collection probability is $Q=\varphi$, where

$$\nabla\cdot(Dn_0\nabla\varphi)=\frac{n_0\varphi}{\tau}\ \text{in }\Omega,\qquad \varphi=1\ \text{on }J,\qquad D\frac{\partial\varphi}{\partial\nu}+S\varphi=0\ \text{on }\Sigma .$$

Without a built-in field $n_0$ is uniform and cancels. What remains is the homogeneous diffusion-recombination equation $\nabla\cdot(D\nabla\varphi)=\varphi/\tau$. The condition on $\Sigma$ is part of the statement: in the slab, the value at $x=0$ alone would leave one constant free.

With a field, dividing the equation by $n_0$ gives the first relation below. The second is the source-free equation for $n$:

$$\nabla\cdot(D\nabla\varphi)+\mathbf w\cdot\nabla\varphi=\frac{\varphi}{\tau},\qquad \nabla\cdot(D\nabla n)-\nabla\cdot(\mathbf w n)=\frac{n}{\tau}.$$

The drift term has changed sign and moved outside the divergence. The equation for $\varphi$ is the adjoint of the equation for $n$, so the short statement "the probability obeys the carrier equation" holds without a built-in field but not in general with one.

## Proof

Let $\Omega$ be bounded and connected with a piecewise smooth boundary, let $J$ have non-zero area, let $D$, $n_0$ and $\tau$ lie between positive constants, and let $S$ be bounded. Take first a smooth, bounded source $g$ of finite total rate.

**Weak form.** Multiply the continuity equation by a test function $v$ that vanishes on $J$, with $v$ and $\nabla v$ square-integrable, and integrate. The divergence term becomes

$$\int_\Omega v\,\nabla\cdot\mathbf F\,dV=\int_\Sigma vSn\,dA-\int_\Omega\mathbf F\cdot\nabla v\,dV,$$

since the part on $J$ vanishes with $v$. Inserting $\mathbf F=-Dn_0\nabla u$ and $n=n_0u$ gives $a(u,v)=\int gv\,dV$ with

$$a(u,v)=\int_\Omega\left(Dn_0\nabla u\cdot\nabla v+\frac{n_0uv}{\tau}\right)dV+\int_\Sigma Sn_0uv\,dA .$$

This form is symmetric, $a(u,v)=a(v,u)$. It is also positive: $a(v,v)$ is at least a positive constant times $\int(|\nabla v|^2+v^2)\,dV$. By the Riesz representation theorem the source problem has one solution $u$ that vanishes on $J$.

The same integration by parts turns the problem for $\varphi$ into

$$a(\varphi,v)=0\ \text{ for every such }v,\qquad\varphi=1\text{ on }J.$$

Writing $\varphi=1+\chi$ with $\chi=0$ on $J$ gives $a(\chi,v)=-a(1,v)$, which again has one solution. (An unbounded region, such as the half-space above, is treated as the limit of large bounded ones.) The weak form is useful because the gradients may be singular where $J$ meets $\Sigma$; only their square-integrability enters.

**Counting carriers.** In a bounded region, the collected rate $I$ is what was generated less what was lost:

$$I=\int_\Omega g\,dV-\int_\Omega\frac n\tau\,dV-\int_\Sigma Sn\,dA=\int_\Omega g\,dV-a(u,1).$$

The second equality holds because $\nabla1=0$. By the divergence theorem, $I$ is also the flux through $J$.

Now split the constant function as $1=(1-\varphi)+\varphi$:

- $1-\varphi$ vanishes on $J$, so it is a permitted test function in the source problem: $a(u,1-\varphi)=\int g(1-\varphi)\,dV$.
- $u$ vanishes on $J$, so it is a permitted test function in the problem for $\varphi$: $a(\varphi,u)=0$. By symmetry, $a(u,\varphi)=0$.

Adding the two, $a(u,1)=\int g(1-\varphi)\,dV$, and hence

$$I=\int_\Omega g\,\varphi\,dV .$$

**From a spread source to a point.** Let $g$ have unit total rate and be confined to a ball of radius $\varepsilon$ about an interior point $\mathbf r'$. Then $|I-\varphi(\mathbf r')|$ is at most the largest value of $|\varphi(\mathbf r)-\varphi(\mathbf r')|$ in the ball. Solutions of this type of equation are continuous inside $\Omega$, so the difference vanishes as $\varepsilon\to0$. Therefore $Q(\mathbf r')=\varphi(\mathbf r')$. $\blacksquare$

At low injection the carriers move independently, so the collected fraction is the probability for one carrier. It must lie between 0 and 1, and the equation ensures this. Let $p=\max(\varphi-1,0)$, which vanishes on $J$. Where $p>0$ we have $\varphi=1+p$, so $\nabla\varphi\cdot\nabla p=|\nabla p|^2$ and $\varphi p\ge p^2$. Thus $0=a(\varphi,p)\ge a(p,p)$, which forces $p=0$. Likewise $m=\max(-\varphi,0)$ gives $0=a(\varphi,m)=-a(m,m)$, so $m=0$.

## Two cases beyond the slab

**A junction on part of a surface.** Take the unit square with the junction on $y=0$, $x<1/2$, and $S=0.7$ on the rest of the boundary. Let $D=1+0.6xy$ and $1/\tau=1+2x$, all in dimensionless units. For a source at $(0.75,0.50)$, the flux counted through the junction is 0.2586. The separate source-free problem gives $\varphi=0.2586$ at that point. The two calculations use different grids and boundary treatments, and each is extrapolated from two grid spacings.

**A graded base.** Take $0<x<1$ with $n_0=e^{2x-x^2/2}$, $D=1+0.5x$, $\tau=0.8+0.4x$ and $S=0.6$ at $x=1$. Here $n_0$ rises away from the junction, so the field drives carriers away from it. For a source at $x=0.5$ the collected fraction is 0.466, and $\varphi$ agrees. The source-free equation for $n$ itself, with unit value at the edge and the carrier condition $F=Sn$ at the back, gives 1.118. That cannot be a probability. With the back condition $Dn'+Sn=0$ instead it gives 0.852, which lies below 1 but is still not the collected fraction.

The number 1.118 still has a use. Let the junction inject carriers in the dark and hold $u=U$ on $J$. Then $a(u,v)=0$ for every test function, so uniqueness gives

$$\frac{n_{\rm dark}}{n_0}=U\varphi .$$

The injected density must be divided by the local equilibrium density before it shows the collection probability. Dividing 1.118 by $n_0(0.5)/n_0(0)=e^{0.875}$ returns 0.466.

The same linearity covers bias. If the edge density is fixed at a non-zero value, the full solution is the illuminated solution with $n=0$ on $J$ plus a dark solution. The dark part does not depend on $g$, so the extra current due to generation is still $\int g\varphi\,dV$ carriers per second. This requires the bias to leave the position of $J$ unchanged between light and dark.

## A junction that removes carriers at finite speed

The condition $n=0$ on $J$ assumes unlimited extraction. Suppose instead that carriers leave a uniform slab at velocity $v$, so that a unit source produces the edge density $n_e=Q_v/v$. By superposition the density is the earlier solution plus $n_e\varphi(x)$. The second part sends a flux $n_eD|\varphi'(0)|$ back into the base, so

$$Q_v=\varphi(x')-\frac{Q_v}{v}D|\varphi'(0)|\quad\Rightarrow\quad Q_v=\frac{\varphi(x')}{1+D|\varphi'(0)|/v}.$$

The reduction factor is the same for every source depth, and it tends to 1 as $v\to\infty$.

## Silicon photodiode base

The example is the p-type base of a silicon n⁺p photodiode at 300 K, with rough typical parameters: doping $10^{16}$ cm⁻³, electron mobility 1000 cm²/Vs, $\tau=10$ µs, $W=200$ µm and $S=1000$ cm/s at the back. The Einstein relation gives $D=25.85$ cm²/s. Then

$$L=\sqrt{25.85\times10^{-5}}\ \text{cm}=160.8\ \text{µm},\qquad s=\frac{1000\times0.01608}{25.85}=0.622 .$$

With $W/L=1.244$, $h(0)=1.879+0.622\times1.590=2.868$. At a depth of 100 µm, $h=1.200+0.622\times0.663=1.612$, so

$$\varphi(100\ \text{µm})=\frac{1.612}{2.868}=0.562 .$$

At 20 µm and 180 µm the values are 0.888 and 0.378. A direct source calculation gives the same values at all three depths. Replacing the back surface by an ideal ohmic contact, with all else fixed, lowers the value at 100 µm from 0.562 to 0.417.

Light of wavelength 850 nm enters at the junction edge, with absorption coefficient $\alpha=500$ cm⁻¹. Per entering photon, $g=\alpha e^{-\alpha x}$, and the collected fraction is $\eta=\int_0^W g\varphi\,dx$. Writing the hyperbolic functions as exponentials,

$$\varphi=A_1e^{-x/L}+A_2e^{x/L},\qquad A_1=\frac{(1+s)e^{W/L}}{2h(0)}=0.981,\qquad A_2=\frac{(1-s)e^{-W/L}}{2h(0)}=0.019 .$$

Only $4.5\times10^{-5}$ of the light reaches the back, so the upper limit may be moved to infinity. With $\alpha L=8.04$,

$$\eta\simeq\frac{A_1}{1+1/(\alpha L)}+\frac{A_2}{1-1/(\alpha L)}=0.8725+0.0217=0.894 .$$

Solving for the illuminated density without using $\varphi$ also gives 0.894. That solution shows where the rest goes: 0.078 recombines in the bulk and 0.027 at the back surface. At 1 mW/cm² the photon flux is $\Phi=4.279\times10^{15}$ cm⁻²s⁻¹, and the photocurrent density is $q\Phi\eta=0.613$ mA/cm².

## How far the model carries

**Comparison with a real diode.** The numbers describe a wafer-thick base, not a fast photodiode whose absorbing layer is mostly depleted. Reflection and losses in the n⁺ layer are left out. Lifetime and surface velocity vary widely with processing, and the ohmic-contact result above shows how strongly the back surface can matter for carriers generated deep in the base. Real diodes also absorb light in the depletion layer. At 5 V reverse bias, with a rough built-in voltage of 0.9 V, this layer is about 0.87 µm wide and absorbs 4.3% of the light entering it. If all those carriers are collected, the yield rises from 0.894 to 0.899, or 0.5% relative. Crossing the layer at a saturated velocity of $10^7$ cm/s would take only $9\times10^{-7}$ of the lifetime, which supports that assumption.

**Temperature.** At 350 K, with mobility taken as $T^{-2.4}$ and with $\tau$, $S$ and $\alpha$ held fixed, $D$ falls to 20.8 cm²/s and $\eta$ to 0.8815, a relative change of −1.4%. This isolates the effect of $D$ alone and is not the temperature coefficient of a real diode. A rise of $\alpha$ by 14% would cancel it, and in silicon $\alpha$ at 850 nm grows by an amount of this order between 300 and 350 K. A lifetime longer by 20% would alone reduce the change to −0.4%. The exponent −2.4 is the lattice-scattering value, and at this doping the mobility falls somewhat more slowly. The net change in a real device may have either sign.

**Linearity.** The peak excess density is $2.2\times10^{11}$ cm⁻³, or $2\times10^{-5}$ of the doping. The photocurrent also creates a small field $E$. Let $f$ be the electron flux per entering photon, positive away from the junction. The total current is $q\Phi\eta$ and the electron current is $-q\Phi f$, so holes carry $q\Phi(\eta+f)$. Their drift and diffusion, with quasi-neutrality and $dn/dx=-\Phi f/D$, give

$$E=\frac{\Phi\left[\eta+f(1-\mu_p/\mu_n)\right]}{\mu_pN_A},$$

where $N_A$ is the doping and $\mu_p=400$ cm²/Vs. The integral of $|E|$ over the base is $7\times10^{-4}$ of $k_BT/q$, so drift is weak beside diffusion. At high injection $\tau$ and the field depend on $n$, the equation is no longer linear, and the proof does not apply.

**Junction and material.** An exit velocity of $10^7$ cm/s lowers $\varphi$ by a fraction $1.55\times10^{-4}$. The peak field is 0.135 MV/cm, against a rough breakdown field of 0.4 MV/cm; with typical ionisation coefficients, avalanche multiplication adds a fraction of roughly $6\times10^{-4}$ to the current. For a triangular barrier, the estimated band-to-band tunnelling exponent is about 270, which makes tunnelling negligible. The doping is $3\times10^{-4}$ of the valence-band density of states, so the holes are not degenerate. Rough radiative and Auger rates are $5\times10^{-4}$ and $1\times10^{-3}$ of $1/\tau$. Unstrained silicon has anisotropic valleys, but its cubic symmetry makes the total diffusivity a scalar.

## Computed results

```
3D point source, plane junction: depth/L, collected, exp(-depth/L)
  0.5  0.606531  0.606531
  1.0  0.367879  0.367879
  2.0  0.135335  0.135335
2D partial junction, dimensionless: x, y, collected, phi
  0.25  0.25  0.5934  0.5934
  0.75  0.50  0.2586  0.2586
  0.25  0.75  0.2522  0.2522
Graded base, dimensionless: x, collected, phi, dark n/n(0), dark (n/n0) ratio
  0.2  0.69355  0.69355  1.01417  0.69355
  0.5  0.46605  0.46605  1.11800  0.46605
  0.8  0.36441  0.36441  1.31064  0.36441
Si base: T = 300 K, doping = 1.0e+16 cm^-3, width = 200 um
Electron, hole mobility = 1000, 400 cm2/Vs
Lifetime = 10 us, back surface velocity S = 1000 cm/s
Absorption coefficient at 850 nm = 500 1/cm
D = 25.85 cm2/s, L = 160.8 um, S L/D = 0.622
Si base: depth (um), collected from source, phi formula
  20  0.8878  0.8878
  100  0.5621  0.5621
  180  0.3784  0.3784
Ohmic back contact, depth 100 um: collected = 0.4168
Light collected: integral of g phi = 0.89416, direct = 0.89416
Bulk loss = 0.07841, back surface loss = 0.02738
Light leaving the base unabsorbed = 4.54e-05
Irradiance = 1.0 mW/cm2, photon flux = 4.279e+15 cm^-2 s^-1
Photocurrent density = 0.6130 mA/cm2
Peak excess density = 2.23e+11 cm^-3, over doping = 2.2e-05
Photocurrent field: max = 9.92e-04 V/cm, drop/(kT/q) = 7.2e-04
Exit velocity 1e+07 cm/s lowers phi by the fraction 1.55e-04
Built-in 0.9 V, reverse 5.0 V: depletion width = 873 nm
Light absorbed in depletion layer = 0.0427; yield with it = 0.8987
Depletion transit time/lifetime = 8.7e-07
Peak field = 0.135 MV/cm, rough breakdown field = 0.4 MV/cm
Tunnelling: gap 1.12 eV, mass 0.2 m0, length = 83 nm, exponent = 268
Degeneracy: doping/valence-band density of states = 3.3e-04
Rate times lifetime: radiative = 5.0e-04, Auger = 1.0e-03
At 350 K (mobility ~ T^-2.4): D = 20.83 cm2/s, light collected = 0.8815
```
